# Surface power spectral density from an atomic-force height map, checked by Parseval's theorem

## The question posed by a height map

A germanium film has been grown on silicon by chemical vapour deposition, and an atomic-force microscope has recorded its height over a square a few micrometres wide. The rms roughness condenses the map into one number. That number does not tell whether the relief consists of broad undulations or of fine grain, although the two point to different events during growth. The power spectral density (PSD) distributes the squared roughness over lateral frequencies.

A discrete Fourier transform (DFT) delivers this distribution up to a prefactor, which depends on pixel size, pixel number and frequency convention. For given pixel sizes, Parseval's theorem fixes the prefactor and provides a check on every map: the integral of the PSD must equal the squared rms roughness. We derive this equality, and then ask which errors it reveals and which it lets pass.

## Definitions

The map $h[n,m]$ has $N_y$ lines, numbered by $n$, of $N_x$ pixels, numbered by $m$, both counted from zero. The pixel sizes are $d_x$ and $d_y$, the scan lengths $L_x=N_xd_x$ and $L_y=N_yd_y$, and the area $A=L_xL_y$. Write $N=N_xN_y$ and subtract the mean:

$$z[n,m]=h[n,m]-\bar h,\qquad \bar h=\frac1N\sum_{n,m}h[n,m],\qquad S_q^2=\frac1N\sum_{n,m}z[n,m]^2 .$$

The divisor is $N$; a variance routine that divides by $N-1$ gives a slightly different number. The DFT and the PSD are

$$H[l,k]=\sum_{n,m}z[n,m]\,e^{-2\pi i(km/N_x+ln/N_y)},\qquad C[l,k]=\frac{d_xd_y}{N}\,|H[l,k]|^2 .$$

Frequencies are in cycles per nm, $f_x=k/L_x$ and $f_y=l/L_y$, with steps $\Delta f_x=1/L_x$ and $\Delta f_y=1/L_y$. Indices above $N_x/2$ or $N_y/2$ stand for negative frequencies.

The prefactor has a simple origin. The continuous transform $\int z\,e^{-2\pi i(f_xx+f_yy)}dx\,dy$ is approximated by $d_xd_yH$. Its squared modulus grows with the scanned area for a statistically uniform surface, so we divide by $A$:

$$\frac{(d_xd_y)^2|H|^2}{A}=\frac{(d_xd_y)^2|H|^2}{N\,d_xd_y}=\frac{d_xd_y}{N}|H|^2 .$$

With heights in nm, $C$ is in nm⁴.

## Parseval's theorem for the map

Expand the squared modulus and sum over all modes:

$$\sum_{l,k}|H[l,k]|^2=\sum_{n,m}\sum_{n',m'}z[n,m]\,z[n',m']\sum_{k}e^{-2\pi ik(m-m')/N_x}\sum_{l}e^{-2\pi il(n-n')/N_y}.$$

For $m=m'$ the sum over $k$ has $N_x$ terms equal to one. For $m\neq m'$ it is a geometric series with ratio $w=e^{-2\pi i(m-m')/N_x}\neq1$, equal to $(1-w^{N_x})/(1-w)=0$ because $w^{N_x}=1$. The sum over $l$ behaves alike. Only equal pixels survive:

$$\sum_{l,k}|H|^2=N\sum_{n,m}z^2=N^2S_q^2 .$$

Multiply by the prefactor and by the frequency cell $\Delta f_x\Delta f_y=1/A$:

$$\sum_{l,k}C\,\Delta f_x\Delta f_y=\frac{d_xd_y}{N\,A}\,N^2S_q^2=\frac{N\,d_xd_y}{A}\,S_q^2=S_q^2 .$$

The "integral" is thus a Riemann sum over one full two-sided frequency cell, and for that sum the equality is an algebraic identity. It requires neither a periodic surface nor Gaussian heights.

The mean matters through one mode. A constant $\bar h$ contributes $N\bar h$ to $H[0,0]$ and nothing elsewhere, by the same geometric series. Left in the map, it adds $\frac{d_xd_y}{NA}N^2\bar h^2=\bar h^2$ to the sum.

Two conventions deserve care. With angular wavevectors $\mathbf q=2\pi\mathbf f$ we have $d^2f=d^2q/4\pi^2$, so the density per $d^2q$ is $C/4\pi^2$. And since $z$ is real, $C[-l,-k]=C[l,k]$. If a routine returns only $k=0,\dots,N_x/2$ for even $N_x$, the columns strictly between the ends must be counted twice.

### A map for hand calculation

Take heights 1, 3 in the first line and 2, 6 in the second, in nm, with 10 nm square pixels. The mean is 3 nm and the deviations are $-2,0,-1,3$. For two points per direction the exponentials are $\pm1$:

- $H[0,0]=-2+0-1+3=0$
- $H[0,1]=-2-0-1-3=-6$ nm
- $H[1,0]=-2+0+1-3=-4$ nm
- $H[1,1]=-2-0+1+3=2$ nm

The prefactor is $100/4=25$ nm², so $C=0,\,900,\,400,\,100$ nm⁴. The frequency cell is $1/(20\ \mathrm{nm})^2=0.0025$ nm⁻², and the sum is $1400\times0.0025=3.5$ nm². From the heights, $S_q^2=(4+0+1+9)/4=3.5$ nm². Without mean subtraction the sum is 12.5 nm², larger by $\bar h^2=9$ nm².

## What the identity cannot detect

Parseval's sum is unchanged if the values of $C$ are shuffled among the frequencies. The frequency axis therefore needs its own check, for which a cosine serves. Let $z=a\cos(2\pi k_0m/N_x)$ with $0<k_0<N_x/2$. Writing the cosine as two exponentials gives $H=aN/2$ at $k=\pm k_0$, $l=0$, and

$$C=\frac{d_xd_y}{N}\,\frac{a^2N^2}{4}=\frac{a^2A}{4}$$

at each peak. The two peaks sum to $2(a^2A/4)/A=a^2/2$, the mean square of a cosine. Both the height and the position of the peak can be inspected. A cosine along $y$ tests the other axis in the same way.

A wrong pixel size passes unnoticed if it enters both $C$ and the frequency cell, because $C\,\Delta f_x\Delta f_y=|H|^2/N^2$ does not contain it. The values of $C$ and the frequencies are then both wrong, although the sum is exact. A calibration error of the scanner is of this kind and calls for a reference sample of known pitch.

Aliasing also passes unnoticed. At integer $m$,

$$\cos\frac{2\pi(N_x-k_0)m}{N_x}=\cos\frac{2\pi k_0m}{N_x},$$

so a ripple too fine for the pixels appears as a coarse one, with the correct variance at a false frequency. With 256 pixels over 2000 nm, a ripple of 246 periods is recorded as one of 10 periods. No processing of the sampled map can undo this.

## Reduced spectra

Summing over $f_y$ gives the profile spectrum along the scan lines, in nm³:

$$C_1[k]=\sum_lC[l,k]\,\Delta f_y,\qquad \sum_kC_1[k]\,\Delta f_x=S_q^2 .$$

Applying Parseval's theorem in the $y$ direction alone shows that $C_1[k]$ is the average over lines of $(d_x/N_x)|H_{\rm line}[k]|^2$. Its values cannot be compared with those of $C$, since even the units differ.

For an isotropic surface on a square scan of side $L$, one averages $C$ over rings of width $1/L$. If ring $j$ holds $M_j$ modes with average $\bar C_j$, then $\sum_jM_j\bar C_j/A=S_q^2$, because this merely regroups the full sum. The familiar form $\int2\pi f\,C\,df$ replaces $M_j$ by $2\pi j$, and stopping it at the smaller Nyquist frequency omits the outer modes. It is an approximation, and a small mismatch there does not indicate a wrong prefactor.

## A surface with a known spectrum

To judge the shape of a computed PSD we need a surface whose spectrum is known. Take Gaussian heights with zero ensemble mean and autocovariance

$$R(r)=\sigma^2e^{-r^2/\xi^2},$$

where $\sigma$ is the rms height of the unlimited surface and $\xi$ the correlation length. The true PSD is the Fourier transform of $R$, which factorises. Completing the square in each factor gives

$$\int e^{-x^2/\xi^2-2\pi if_xx}dx=e^{-\pi^2\xi^2f_x^2}\int e^{-(x/\xi+i\pi\xi f_x)^2}dx=\sqrt\pi\,\xi\,e^{-\pi^2\xi^2f_x^2},$$

hence

$$C_{\rm true}(f)=\pi\sigma^2\xi^2e^{-\pi^2\xi^2f^2}.$$

### Expected value for a finite scan

A scan cuts a piece out of this surface. Away from the zero mode, mean subtraction has no effect on $H$, so the ensemble average of $|H|^2$ is a double sum of $R$ over pixel pairs. In a row of $N_x$ pixels, $N_x-|p|$ pairs have separation $p$. Therefore

$$\langle C[l,k]\rangle=\sigma^2S_x(k)S_y(l),\qquad S(k)=d\sum_{|p|<N}\Big(1-\frac{|p|}{N}\Big)g_p\cos\frac{2\pi kp}{N},$$

with $g_p=e^{-(pd/\xi)^2}$; here $N$, $d$ and $L$ belong to the direction concerned.

The triangular factor has a kink at $p=0$, and this kink governs high frequencies. Put $\theta=2\pi k/N$ and $a_p=|p|g_p$. Multiplying a Fourier sum by $2-2\cos\theta=4\sin^2(\theta/2)$ replaces its coefficients by second differences:

$$4\sin^2\tfrac\theta2\sum_pa_p\cos\theta p=\sum_p(2a_p-a_{p+1}-a_{p-1})\cos\theta p .$$

At $p=0$ the difference is $-2g_1\approx-2$ if $d\ll\xi$. The others vary smoothly over a distance $\xi$, and their sum is small when $2\pi f\xi\gg1$. So $\sum_pa_p\cos\theta p\approx-1/(2\sin^2(\theta/2))$. The part of $S$ without $|p|/N$ is the true spectrum, negligible at such frequencies. What remains is

$$S(k)\approx-\frac dN\left(-\frac{1}{2\sin^2(\pi k/N)}\right)=\frac{d^2}{2L\sin^2(\pi k/N)} .$$

This is spectral leakage. The DFT treats the map as periodic, and opposite edges do not match. The leaked power falls roughly as $1/f^2$ along an axis well below Nyquist, which could be mistaken for a scaling law of the surface. Because it lies in narrow bands along the axes, its ring average falls faster than $1/f^2$, by up to one more power of $f$.

A window reduces leakage. The Hann window $w\propto[1-\cos(2\pi(m+\tfrac12)/N_x)]$, multiplied by the same factor in $y$, brings the map smoothly to zero at its edges. We scale it so that the mean of $w^2$ is one. Parseval's theorem then applies to $wz$:

$$\sum_{l,k}C_w\,\Delta f_x\Delta f_y=\frac1N\sum_{n,m}w^2z^2,$$

a weighted mean square that favours the centre of the scan. In general it differs from $S_q^2$. The prefactor should accordingly be verified without a window, and the window applied afterwards.

### Statistical error

If the real and imaginary parts of $H$ are independent Gaussian variables of equal variance, $|H|^2$ is exponentially distributed and its standard deviation equals its mean. Modes on an axis that are dominated by leakage do not meet this condition: their phase is set by the edge mismatch, and their relative scatter is near $\sqrt2$. A larger scan adds modes but does not make each one more precise; averaging over a ring does.

The roughness itself scatters between scans. For Gaussian heights the covariance of $h^2$ at two points is $2R^2$. Neglecting edge corrections and mean subtraction for $L\gg\xi$,

$$\mathrm{Var}(S_q^2)\approx\frac{2}{A}\int R^2\,d^2r=\frac{2\sigma^4}{A}\,\frac{\pi\xi^2}{2}=\frac{\pi\sigma^4\xi^2}{A},$$

a relative scatter of $\sqrt\pi\,\xi/L$ for a square scan.

## Worked example

The parameters are rough values for a smooth epitaxial germanium film: $\sigma=1$ nm, $\xi=100$ nm, and a scan of 2000 nm × 2000 nm with 128 lines of 256 pixels. The pixels measure 7.8125 nm × 15.625 nm. The map is simulated as a non-periodic piece of the model surface.

The heights give $S_q^2=0.904485$ nm², and so does the spectral sum; the relative gap is $2\times10^{-16}$, the level of double-precision rounding. The roughness is $S_q=0.951$ nm. The smooth radial integral gives 0.884 nm², 2.3% below $S_q^2$, and the Hann-windowed sum 0.932 nm², 3.1% above it. Neither difference is an error of normalisation.

That $S_q^2$ lies about 10% below $\sigma^2$ is no failure either. The predicted relative scatter is $\sqrt\pi\times100/2000=8.9\%$, and an ensemble of 400 simulated scans gave 8.7%. In the same ensemble the relative scatter of a single low-frequency PSD value was 0.985, close to the predicted one.

Ring averages of the one map compare with the true density as follows, in nm⁴:

| $f$ (nm⁻¹) | no window | Hann | true |
|---|---|---|---|
| 0.0025 | 1.84×10⁴ | 1.32×10⁴ | 1.70×10⁴ |
| 0.0050 | 2.50×10³ | 2.17×10³ | 2.66×10³ |
| 0.0100 | 19.9 | 1.87 | 1.62 |
| 0.0200 | 1.78 | 4.9×10⁻⁷ | 2.2×10⁻¹³ |

The ring at 0.0025 nm⁻¹ holds 28 modes, or 14 pairs of equal value. If the pairs were independent, the relative scatter would be $1/\sqrt{14}\approx27\%$, and both estimates lie within that of the true value. The Hann window correlates neighbouring modes, so the scatter of its ring averages is somewhat larger. At 0.01 nm⁻¹ the unwindowed result is twelve times too large, although its Parseval sum is perfect. At 0.02 nm⁻¹ even the windowed result is far above the true one.

The leakage formula can be followed at $k=64$, $l=0$, where $f=0.032$ nm⁻¹ and $\sin^2(\pi/4)=1/2$. It gives $S_x\approx7.8125^2/2000=0.0305$ nm. For the other factor, replacing the sum by an integral gives $S_y(0)\approx\sqrt\pi\,\xi-\xi^2/L=172$ nm. The product is 5.3 nm⁴, in agreement with the full lag sum, 5.32 nm⁴. The true density there is $4\times10^{-40}$ nm⁴.

## Errors from the instrument and from levelling

**Tilt.** A ramp of slope $s$ along $x$ has variance $s^2d_x^2(N_x^2-1)/12$, from the variance of the integers $0,\dots,N_x-1$. For its spectrum let $T=\sum_mm\,w^m$ with $w=e^{-2\pi ik/N_x}$ and $k\ne0$. Shifting the index gives $wT=\sum_{m=1}^{N_x}(m-1)w^m=T+N_x$, so $T=N_x/(w-1)$. With $|w-1|^2=4\sin^2(\pi k/N_x)$ and $H=s\,d_xN_yT$,

$$C[0,k]=\frac{s^2d_x^2A}{4\sin^2(\pi k/N_x)} .$$

A tilt of 0.1° raises one side of the scan by 3.49 nm and has a variance of 1.015 nm², more than the film itself. The tilted map has $S_q^2=2.066$ nm², and its spectral sum agrees. This exceeds the sum of the separate variances, $0.904+1.015$, by 0.146 nm², twice the mean product of film and ramp.

Subtracting a fitted plane leaves 0.899 nm², 0.6% below the original film. The fit also removes the slope that the film's own relief happens to have: along $x$ this costs $(0.146/2)^2/1.015=0.005$ nm², most of the difference.

**Line levelling.** Subtracting the mean of each scan line separately, a common remedy for drift, sets the column $f_x=0$ to zero. The average loss follows from $\langle C\rangle$. Since $\sum_l\cos(2\pi lp/N_y)$ vanishes for $0<|p|<N_y$, we have $\sum_lS_y(l)=L_y$. Excluding the zero mode,

$$\frac{\sigma^2S_x(0)}{A}\,[L_y-S_y(0)]=\sigma^2\frac{S_x(0)}{L_x}\Big[1-\frac{S_y(0)}{L_y}\Big]=0.079\ \mathrm{nm}^2 .$$

The ensemble gave 0.078 nm². This is about 8% of $\sigma^2$, and Parseval's theorem holds for the levelled map as well.

**Finite scan.** Subtracting the overall mean removes on average $\sigma^2S_x(0)S_y(0)/A=0.0074$ nm²; the ensemble gave 0.0079 nm². Relief much longer than the scan is largely lost in this way.

**Height noise.** Independent noise of rms $\sigma_n$ has $\langle|H|^2\rangle=N\sigma_n^2$, hence a flat density $\sigma_n^2d_xd_y$. For an assumed 0.05 nm this is 0.31 nm⁴. It adds only 0.0025 nm² to $S_q^2$, yet the true density falls below it at 0.0108 nm⁻¹. Beyond that frequency the noise is the larger part of a measured PSD of this smooth model surface, even with a good window, and its share grows rapidly with frequency. Atomic steps, treated next, change this balance.

**Atomic steps.** A germanium (001) surface consists of terraces separated by a quarter of the lattice constant, roughly $0.57/4=0.14$ nm. Rounding a smooth relief to this step $b$ leaves an error spread nearly evenly over $\pm b/2$, with variance $b^2/12=0.0017$ nm². Rounding the simulated film gave the same value. This is 0.2% of $S_q^2$, but it matters at high frequency. The terraces are about as wide as a pixel, so the error is nearly white, with density $b^2d_xd_y/12\approx0.21$ nm⁴. That is comparable to the noise floor of 0.31 nm⁴, so on the stepped surface the noise share levels off near 60% instead of approaching one.

**Tip radius.** A tip with apex radius $\rho$ records $\max_u[h(x+u)-u^2/2\rho]$. For small slope and negligible curvature, $h(x+u)\approx h+h'u$; the maximum lies at $u=\rho h'$ and raises the record by $\rho h'^2/2$. In two dimensions $h'^2$ becomes $|\nabla h|^2$. For the smooth simulated map and $\rho=10$ nm the mean shift is 0.0018 nm with central differences on the pixel grid, which underestimate it by about 3%; the ensemble value is $2\rho\sigma^2/\xi^2=0.0020$ nm. $S_q^2$ changes by 0.0004 nm². The sign of this small change varies from map to map, because for Gaussian heights the height and the squared slope at a point are uncorrelated. The small-slope formula does not apply to atomic steps. Each step edge is broadened over $\sqrt{2\rho b}=1.7$ nm and adds an area $\tfrac23b\sqrt{2\rho b}$ per unit length of edge; with $\sqrt\pi\,\sigma/(\xi b)$ of edge length per unit area, the mean shift is about 0.02 nm, ten times the smooth value.

## How the model compares with a real film

An rms height near 1 nm and a correlation length near 100 nm are meant as the order of magnitude for a smooth film, not as data for a particular one. The assumption most open to doubt is the Gaussian autocovariance, which contains a single lateral scale. A real film may add fine roughness, for which the tip effect above is an underestimate, or long undulations from strain relaxation. At fixed scan length, a threefold larger $\xi$ would raise the relative scatter of $S_q^2$ from 9% to about 27% by the leading formula, or 25% once edge corrections and mean subtraction are included. A directional pattern also makes the ring average unsuitable, and the two-dimensional $C$ should then be kept.

## Procedure

1. Remove the sample tilt with a fitted plane, subtract the mean, and record which levelling was used.
2. Compute $H$ and $C$ without a window, sum all modes, divide by $A$, and compare with $S_q^2$. Agreement should reach rounding level. A ratio of $4\pi^2$ or its inverse points to mixed frequency conventions, and a ratio near one half to an uncounted half-spectrum. That ratio rises towards one when the power lies in the column $k=0$, as for ridges running along $x$.
3. Pass cosines of known period, one along $x$ and one along $y$, through the same routine to check both frequency axes.
4. Apply a normalised window for the shape of the spectrum, average over rings if the surface is isotropic, and disregard frequencies where noise or residual leakage dominates.

The numerical output below lists the values for both maps and for the ensemble.

## Values computed for the example and the checks

```
2x2 map heights (nm): [1. 3. 2. 6.] pixel (nm): 10.0
2x2 mean (nm): 3.0 deviations (nm): [-2.  0. -1.  3.]
2x2 DFT, order 00 01 10 11 (nm): [ 0. -6. -4.  2.]
2x2 PSD, same order (nm^4): [  0. 900. 400. 100.]
2x2 frequency cell (nm^-2): 0.0025
2x2 spectral sum (nm^2): 3.5000
2x2 Sq^2 from heights (nm^2): 3.5000
2x2 sum without mean subtraction (nm^2): 12.5000
film sigma (nm): 1.0, xi (nm): 100.0
scan Lx, Ly (nm): 2000.0, 2000.0; Nx, Ny: 256, 128
pixel dx, dy (nm): 7.8125, 15.6250
frequency step (nm^-1): 0.000500
Nyquist fx, fy (nm^-1): 0.0640, 0.0320
film Sq^2 from heights (nm^2): 0.904485
film spectral sum (nm^2): 0.904485
relative Parseval gap: 2.2e-16
film Sq (nm): 0.9510
smooth radial integral (nm^2): 0.8839
Hann-window spectral sum (nm^2): 0.9322
ring: f (nm^-1), modes, PSD, Hann PSD, true PSD (nm^4)
  0.0010   12 2.459e+04 2.627e+04 2.846e+04
  0.0025   28 1.837e+04 1.322e+04 1.695e+04
  0.0050   56 2.498e+03 2.166e+03 2.664e+03
  0.0100  112 1.992e+01 1.872e+00 1.625e+00
  0.0200  264 1.784e+00 4.933e-07 2.248e-13
true PSD at f=0 (nm^4): 31415.9
axis mode k=64, f (nm^-1): 0.0320
  expected unwindowed PSD (nm^4): 5.323
  true PSD (nm^4): 4.0e-40
maps in ensemble: 400
relative scatter of one PSD mode: 0.985
relative scatter of Sq^2, formula: 0.0886
relative scatter of Sq^2, ensemble: 0.0866
finite-scan variance loss, formula (nm^2): 0.00742
finite-scan loss, ensemble (nm^2): 0.00786
line-levelling loss, formula (nm^2): 0.07871
line-levelling loss, ensemble (nm^2): 0.07796
tilt (degree): 0.1, rise over scan (nm): 3.491
variance of tilt alone (nm^2): 1.0154
Sq^2 of tilted film (nm^2): 2.0657
Sq^2 after plane fit (nm^2): 0.8988
noise rms (nm): 0.05, variance (nm^2): 0.0025
noise floor (nm^4): 0.3052
true PSD meets noise floor at f (nm^-1): 0.01081
Ge lattice constant, rough (nm): 0.57
atomic step (nm): 0.1425, step variance (nm^2): 0.00169
step variance found on film (nm^2): 0.00170
tip radius (nm): 10.0
mean tip shift (nm): 0.00184
change of Sq^2 by tip (nm^2): 3.58e-04
```
